# Not every pure spin state points along an axis: test program

```python
"""
Result under test (hbar = 1): a pure state of spin s "points along n" if
n.S psi = s psi.  Every pure spin-1/2 state points somewhere.  A spin-1 state
with amplitudes (a+, a0, a-) does so only if q = a0^2 - 2 a+ a- vanishes, since
|<S>|^2 + |q|^2 = 1.  The state m=0 has <S> = 0 and is no rotation of m=1.
Symbols: S spin matrices, basis ordered from m=s down to m=-s; d Cartesian
vector of a spin-1 state; chi shape angle, with sin(2 chi) = |<S>|.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)


def spin_matrices(s):
    m = s - np.arange(int(round(2 * s)) + 1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(raising + raising.T) / 2,
                     (raising - raising.T) / 2j,
                     np.diag(m)], dtype=complex)


def random_state(dim):
    psi = rng.normal(size=dim) + 1j * rng.normal(size=dim)
    return psi / np.linalg.norm(psi)


def mean_spin(psi, S):
    return np.array([np.vdot(psi, A @ psi).real for A in S])


def direction(theta, phi):
    return np.array([np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi), np.cos(theta)])


def outcomes(psi, n, S):
    """Probabilities of the results of n.S, highest result first."""
    _, vectors = np.linalg.eigh(np.tensordot(n, S, 1))
    return (np.abs(vectors.conj().T @ psi) ** 2)[::-1]


def best_top_probability(psi, S):
    """Search over all directions for the largest top-result probability."""
    def loss(angles):
        return -outcomes(psi, direction(*angles), S)[0]
    grid = [(t, p) for t in np.linspace(0.1, 3.0, 10)
            for p in np.linspace(0, 2 * np.pi, 12, endpoint=False)]
    start = min(grid, key=loss)
    fit = minimize(loss, start, method="Nelder-Mead",
                   options={"xatol": 1e-7, "fatol": 1e-12})
    return -fit.fun


def covariance(psi, S):
    mean = mean_spin(psi, S)
    second = np.array([[np.vdot(A @ psi, B @ psi).real for B in S] for A in S])
    return second - np.outer(mean, mean)


def cartesian(psi):
    up, zero, down = psi
    return np.array([(down - up) / np.sqrt(2),
                     -1j * (up + down) / np.sqrt(2), zero])


def from_cartesian(d):
    return np.array([(-d[0] + 1j * d[1]) / np.sqrt(2), d[2],
                     (d[0] + 1j * d[1]) / np.sqrt(2)])


def criterion(psi):
    return psi[1] ** 2 - 2 * psi[0] * psi[2]


def shape(psi):
    """Real orthogonal vectors u, v after the phase choice, and angle chi."""
    d = cartesian(psi)
    d = d * np.exp(-0.5j * np.angle(np.sum(d * d)))
    u, v = d.real, d.imag
    return u, v, np.arctan2(np.linalg.norm(v), np.linalg.norm(u))


def rotate(psi, rotation, S):
    return expm(-1j * np.tensordot(rotation.as_rotvec(), S, 1)) @ psi


half, one = spin_matrices(0.5), spin_matrices(1)
for S in (half, one):
    assert np.allclose(S[0] @ S[1] - S[1] @ S[0], 1j * S[2])

# Spin 1/2: the mean spin supplies a direction with a certain outcome.
for _ in range(50):
    psi = random_state(2)
    n = 2 * mean_spin(psi, half)
    assert abs(np.linalg.norm(n) - 1) < 1e-12
    assert np.allclose(np.tensordot(n, half, 1) @ psi, psi / 2)

# Spin 1: identities, variances, best direction, rotations.
for _ in range(20):
    psi = random_state(3)
    d, mean = cartesian(psi), mean_spin(psi, one)
    length = np.linalg.norm(mean)
    n = direction(np.arccos(rng.uniform(-1, 1)), rng.uniform(0, 2 * np.pi))
    assert np.allclose(cartesian(np.tensordot(n, one, 1) @ psi),
                       1j * np.cross(n, d))
    assert np.allclose(mean, 2 * np.cross(d.real, d.imag))
    assert abs(length ** 2 + abs(criterion(psi)) ** 2 - 1) < 1e-12
    u, v, chi = shape(psi)
    assert abs(u @ v) < 1e-12 and abs(length - np.sin(2 * chi)) < 1e-12
    predicted = sorted([np.sin(chi)**2, np.cos(chi)**2, np.cos(2 * chi)**2])
    assert np.allclose(np.linalg.eigvalsh(covariance(psi, one)), predicted)
    # The tolerance covers the stopping error of the direction search.
    assert abs(best_top_probability(psi, one) - (1 + length) / 2) < 1e-7
    assert outcomes(psi, mean / length, one)[1] < 1e-12
    turn = Rotation.random(random_state=int(rng.integers(10**6)))
    turned = rotate(psi, turn, one)
    assert np.allclose(cartesian(turned), turn.as_matrix() @ d)
    assert np.allclose(mean_spin(turned, one), turn.as_matrix() @ mean)
    # A standard state with the same mean-spin length can be turned into psi.
    e1, e2 = u / np.linalg.norm(u), v / np.linalg.norm(v)
    frame = Rotation.from_matrix(np.column_stack([e1, e2, np.cross(e1, e2)]))
    standard = from_cartesian(np.array([np.cos(chi), 1j * np.sin(chi), 0]))
    assert abs(abs(np.vdot(psi, rotate(standard, frame, one))) - 1) < 1e-10

# Rotated m=1 states always satisfy the criterion and never reach m=0.
m_one, m_zero = np.eye(3, dtype=complex)[:2]
for beta in np.linspace(0, np.pi, 19):
    turned = rotate(m_one, Rotation.from_rotvec([0, beta, 0]), one)
    assert abs(criterion(turned)) < 1e-12
    assert abs(abs(turned[1]) ** 2 - np.sin(beta) ** 2 / 2) < 1e-12
    side = np.sin(beta) ** 2 / 2
    assert np.allclose(outcomes(m_zero, direction(beta, 0.4), one),
                       [side, np.cos(beta) ** 2, side])

print("SPIN 1/2, amplitudes (0.8, 0.6); spins in units of hbar")
psi = np.array([0.8, 0.6], dtype=complex)
mean = mean_spin(psi, half)
n = mean / np.linalg.norm(mean)
print("mean spin (x, y, z):", np.round(mean, 4) + 0.0)
print(f"length of mean spin: {np.linalg.norm(mean):.4f}")
print(f"polar angle of direction: {np.degrees(np.arccos(n[2])):.2f} deg")
print(f"probability of +1/2 along it: {outcomes(psi, n, half)[0]:.4f}")

print("SPIN 1, amplitudes (0.8, 0.6, 0)")
psi = np.array([0.8, 0.6, 0], dtype=complex)
mean = mean_spin(psi, one)
length = np.linalg.norm(mean)
u, v, chi = shape(psi)
print("vector u:", np.round(u, 4) + 0.0)
print("vector v:", np.round(v, 4) + 0.0)
print(f"a0^2 - 2 a+ a-: {criterion(psi).real:.4f}")
print("mean spin (x, y, z):", np.round(mean, 4) + 0.0)
print(f"length of mean spin: {length:.4f}")
print(f"polar angle of mean spin: "
      f"{np.degrees(np.arccos(mean[2] / length)):.2f} deg")
print(f"shape angle chi: {np.degrees(chi):.2f} deg")
print("principal variances (hbar^2):",
      np.round(np.linalg.eigvalsh(covariance(psi, one)), 4))
print("probabilities of +1, 0, -1 along mean spin:",
      np.round(outcomes(psi, mean / length, one), 4) + 0.0)
print(f"best top probability, by search: {best_top_probability(psi, one):.4f}")

print("SPIN 1, m=1 turned by 60 deg about y")
turned = rotate(m_one, Rotation.from_rotvec([0, np.pi / 3, 0]), one)
print("amplitudes:", np.round(turned.real, 4))
print(f"a0^2: {turned[1].real**2:.4f}")
print(f"2 a+ a-: {2 * (turned[0] * turned[2]).real:.4f}")
print(f"length of mean spin: {np.linalg.norm(mean_spin(turned, one)):.4f}")

print("SPIN 1, m=0")
print(f"length of mean spin: {np.linalg.norm(mean_spin(m_zero, one)):.4f}")
print("variances of Sx, Sy, Sz (hbar^2):",
      np.round(np.diag(covariance(m_zero, one)), 4))
best_zero = best_top_probability(m_zero, one)
assert abs(best_zero - 0.5) < 1e-7
print(f"best top probability, by search: {best_zero:.4f}")
for degrees in (0, 30, 60, 90):
    p = outcomes(m_zero, direction(np.radians(degrees), 0), one)
    print(f"probabilities of +1, 0, -1 at {degrees} deg from z:",
          np.round(p, 4) + 0.0)

print("STATE m = s-1: s, length of mean spin, best top probability, bound")
for s in (0.5, 1, 1.5, 2, 2.5, 3):
    S = spin_matrices(s)
    psi = np.eye(len(S[0]), dtype=complex)[1]
    length = np.linalg.norm(mean_spin(psi, S))
    best = best_top_probability(psi, S)
    bound = (1 + length / s) / 2
    assert best <= bound + 1e-9
    assert (best > 1 - 1e-7) if s == 0.5 else (best < 0.9 and length < s)
    print(f"{s:.1f}  {length:.4f}  {best:.4f}  {bound:.4f}")

# The general bound is also tried on random states of higher spin.
for s in (1.5, 2, 3):
    S = spin_matrices(s)
    for _ in range(5):
        psi = random_state(len(S[0]))
        bound = (1 + np.linalg.norm(mean_spin(psi, S)) / s) / 2
        assert best_top_probability(psi, S) <= bound + 1e-9

print("every check passed")
```

Output:

```
SPIN 1/2, amplitudes (0.8, 0.6); spins in units of hbar
mean spin (x, y, z): [0.48 0.   0.14]
length of mean spin: 0.5000
polar angle of direction: 73.74 deg
probability of +1/2 along it: 1.0000
SPIN 1, amplitudes (0.8, 0.6, 0)
vector u: [-0.5657  0.      0.6   ]
vector v: [ 0.     -0.5657  0.    ]
a0^2 - 2 a+ a-: 0.3600
mean spin (x, y, z): [0.6788 0.     0.64  ]
length of mean spin: 0.9330
polar angle of mean spin: 46.69 deg
shape angle chi: 34.45 deg
principal variances (hbar^2): [0.1296 0.32   0.68  ]
probabilities of +1, 0, -1 along mean spin: [0.9665 0.     0.0335]
best top probability, by search: 0.9665
SPIN 1, m=1 turned by 60 deg about y
amplitudes: [0.75   0.6124 0.25  ]
a0^2: 0.3750
2 a+ a-: 0.3750
length of mean spin: 1.0000
SPIN 1, m=0
length of mean spin: 0.0000
variances of Sx, Sy, Sz (hbar^2): [1. 1. 0.]
best top probability, by search: 0.5000
probabilities of +1, 0, -1 at 0 deg from z: [0. 1. 0.]
probabilities of +1, 0, -1 at 30 deg from z: [0.125 0.75  0.125]
probabilities of +1, 0, -1 at 60 deg from z: [0.375 0.25  0.375]
probabilities of +1, 0, -1 at 90 deg from z: [0.5 0.  0.5]
STATE m = s-1: s, length of mean spin, best top probability, bound
0.5  0.5000  1.0000  1.0000
1.0  0.0000  0.5000  0.5000
1.5  0.5000  0.4444  0.6667
2.0  1.0000  0.4219  0.7500
2.5  1.5000  0.4096  0.8000
3.0  2.0000  0.4019  0.8333
every check passed
```
